\section*{Soft-photon integrals for massive charges: photon mass and dimensional regularization}

\section{The integral}

\textbf{Q.} A charge scatters from momentum $p_1$ to $p_2$ and may emit a photon too soft to be detected. Which integral diverges, and where do its factors come from?

\textbf{A.} I use $\hbar=c=1$, signature $(+,-,-,-)$ and $\alpha=e^2/4\pi$. If the photon energy $\omega$ is small compared with the kinetic energies, with $|\mathbf v|\,|\mathbf p_1-\mathbf p_2|$ (a charge of velocity $\mathbf v$ that loses energy $\omega$ changes its momentum by $\omega/|\mathbf v|$, and this must stay small against the momentum transfer), and with the energy range over which the elastic amplitude varies, the emission amplitude is the elastic one times $e\,J\cdot\epsilon^*$, with
\begin{equation}
J^\mu=\frac{p_2^\mu}{p_2\cdot k}-\frac{p_1^\mu}{p_1\cdot k}.
\end{equation}
Summing over polarizations and integrating over photon energies $\omega<E$ gives the emission factor
\begin{equation}
B=e^2\int_{\omega<E}\frac{d^3k}{(2\pi)^3\,2\omega}\,(-J^2).
\end{equation}
The prefactor is $4\pi\alpha/(16\pi^3)=\alpha/(4\pi^2)$. I therefore define
\begin{equation}
S_{ij}=p_i\cdot p_j\int_{\omega<E}\frac{d^3k}{4\pi\omega}\,
\frac{1}{(p_i\cdot k)(p_j\cdot k)},
\label{S}
\end{equation}
so that $B=(\alpha/\pi)(2S_{12}-S_{11}-S_{22})$. For a massless photon the integrand scales as $k^2dk/k^3$, and each $S_{ij}$ diverges logarithmically at $k=0$.

\textbf{Q.} A photon mass $\lambda$ changes more than $\omega=\sqrt{\mathbf k^2+\lambda^2}$. The polarization sum acquires $k_\mu k_\nu/\lambda^2$, and the propagator denominators acquire $\lambda^2$.

\textbf{A.} The first term vanishes because $k\cdot J=1-1=0$. For the second, the outgoing propagator has denominator $(p_2+k)^2-m^2=2p_2\cdot k+\lambda^2$. Two future-directed timelike vectors satisfy $p\cdot k\ge m\lambda$, so the dropped $\lambda^2$ is at most a fraction $\lambda/(2m)$ of the term kept. The incoming leg is alike. This needs massive legs and $\lambda\ll m$.

\section{One vector instead of two}

\textbf{Q.} Two different directions in the denominator make the angular integral awkward.

\textbf{A.} Write $p=p_1$, $q=p_2$, with masses $m_1,m_2$ that may differ. The identity $1/(AB)=\int_0^1dx\,[xA+(1-x)B]^{-2}$ gives
\begin{equation}
\frac1{(p\cdot k)(q\cdot k)}=\int_0^1\frac{dx}{(P\cdot k)^2},\qquad P=xp+(1-x)q .
\label{feyn}
\end{equation}
Here $P^2=x^2m_1^2+(1-x)^2m_2^2+2x(1-x)\,p\cdot q$ is bounded below by a positive number. What remains is
\begin{equation}
F(P)=\int_{\omega<E}\frac{d^3k}{4\pi\omega}\frac1{(P\cdot k)^2},\qquad
S_{12}=p\cdot q\int_0^1dx\,F(P).
\end{equation}

\textbf{Q.} What is $F$ with a photon mass?

\textbf{A.} The angular integral is $\int d\Omega\,(a-bc)^{-2}=4\pi/(a^2-b^2)$, with $c$ the cosine of the angle between $\mathbf k$ and $\mathbf P$, $a=P_0\omega$ and $b=|\mathbf P|k$. Since $a^2-b^2=P^2k^2+P_0^2\lambda^2$,
\begin{equation}
F=\int\frac{dk}{\omega}\frac{k^2}{P^2k^2+P_0^2\lambda^2}
=\frac1{P^2}\int\frac{dk}{\omega}\left[1-\frac{P_0^2\lambda^2}{P^2k^2+P_0^2\lambda^2}\right].
\end{equation}
The first term gives $\operatorname{arcosh}(E/\lambda)=\ln(2E/\lambda)+O(\lambda^2/E^2)$. In the second, put $w=k/\omega$ and $\beta=|\mathbf P|/P_0$. Then $k^2=\lambda^2w^2/(1-w^2)$, $dk/\omega=dw/(1-w^2)$, and the fraction becomes $(1-w^2)/(1-\beta^2w^2)$. The integral converges at $w=1$, so for $\lambda\to0$ it is
\begin{equation}
\Lambda(P)\equiv\int_0^1\frac{dw}{1-\beta^2w^2}=\frac1{2\beta}\ln\frac{1+\beta}{1-\beta}.
\end{equation}
Therefore
\begin{equation}
F=\frac1{P^2}\left[\ln(2E)-\tfrac12\ln\lambda^2-\Lambda(P)\right].
\label{Fm}
\end{equation}
The arguments of separated logarithms are understood in one common energy unit.

\section{The same integral in $d$ dimensions}

\textbf{Q.} The finite term $\Lambda$ came from momenta $k\sim\lambda$, where the photon is slow. A massless photon has no such region. Why should the finite parts match?

\textbf{A.} That has to be calculated. Let $d=4-2\epsilon$, with $\epsilon<0$ so that the infrared region converges. The measure $\mu^{2\epsilon}d^{3-2\epsilon}k/(2\pi)^{3-2\epsilon}$ replaces $d^3k/(2\pi)^3$, which means $d^3k\to(2\pi\mu)^{2\epsilon}d^{3-2\epsilon}k$ in Eq.~(\ref{S}). The radial integral is
\begin{equation}
\int_0^E dk\,k^{-1-2\epsilon}=-\frac{E^{-2\epsilon}}{2\epsilon},
\end{equation}
and the solid angle around $\mathbf P$ is $d\Omega=[2\pi^{1-\epsilon}/\Gamma(1-\epsilon)](1-c^2)^{-\epsilon}dc$. Together,
\begin{equation}
F_\epsilon=-\frac1{4\epsilon}\,\frac{(4\pi\mu^2/E^2)^\epsilon}{\Gamma(1-\epsilon)}
\int_{-1}^1dc\,\frac{(1-c^2)^{-\epsilon}}{(P_0-|\mathbf P|c)^2}.
\label{Feps}
\end{equation}
The integral over $c$ is $2/P^2-\epsilon L+O(\epsilon^2)$, where
\begin{equation}
L=\frac1{P_0^2}\int_{-1}^1dc\,\frac{\ln(1-c)+\ln(1+c)}{(1-\beta c)^2}.
\end{equation}

\textbf{Q.} So the dimensional counterpart of the slow photons would have to sit in $L$.

\textbf{A.} It does. For $\ln(1-c)$ choose the antiderivative of $(1-\beta c)^{-2}$ that vanishes at $c=1$, namely $g(c)=-(1-c)/[(1-\beta)(1-\beta c)]$. Integration by parts gives
\begin{align}
\int_{-1}^1dc\,\frac{\ln(1-c)}{(1-\beta c)^2}
&=-g(-1)\ln2+\int_{-1}^1dc\,\frac{g(c)}{1-c}\nonumber\\
&=\frac{2\ln2}{1-\beta^2}-\frac{2\Lambda}{1-\beta},
\end{align}
because $\int_{-1}^1dc/(1-\beta c)=2\Lambda$. The term with $\ln(1+c)$ follows from $c\to-c$, $\beta\to-\beta$, with $\Lambda$ even in $\beta$. As $1/(1-\beta)+1/(1+\beta)=2/(1-\beta^2)$ and $P_0^2(1-\beta^2)=P^2$,
\begin{equation}
L=\frac{4}{P^2}\left(\ln2-\Lambda\right).
\end{equation}
With $1/\Gamma(1-\epsilon)=1-\gamma_E\epsilon+O(\epsilon^2)$, Eq.~(\ref{Feps}) becomes
\begin{align}
F_\epsilon&=-\frac1{2\epsilon P^2}\left[1+\epsilon\ln\frac{4\pi\mu^2}{E^2}
-\epsilon\gamma_E-2\epsilon(\ln2-\Lambda)\right]+O(\epsilon)\nonumber\\
&=\frac1{P^2}\left[\ln(2E)-\tfrac12\left(\frac1\epsilon-\gamma_E+\ln4\pi\mu^2\right)-\Lambda\right]+O(\epsilon).
\label{Fd}
\end{align}
Comparison with Eq.~(\ref{Fm}) gives
\begin{equation}
\boxed{\;\ln\lambda^2\;\longleftrightarrow\;\frac1\epsilon-\gamma_E+\ln(4\pi\mu^2)\;}
\label{rule}
\end{equation}
Both sides tend to $-\infty$, since $\epsilon<0$.

\textbf{Q.} This is for one vector $P$. Does it hold for two legs?

\textbf{A.} The replacement contains neither $P^2$ nor $\beta$, so it passes through the $x$ integral. The remainder may be integrated too: on $0\le x\le1$, $P^2$ stays away from zero and $\beta$ away from one, so the $O(\epsilon)$ terms are uniformly bounded. This proves the correspondence for every $S_{ij}$ with massive legs.

\section{Closed form for two legs}

\textbf{Q.} An integral over $x$ is still not an evaluation. In Eq.~(\ref{feyn}) both $P^2$ and $|\mathbf P|$ are awkward functions of $x$.

\textbf{A.} Rescale one leg first. Let $\cosh\theta=p\cdot q/(m_1m_2)$ and $a=(m_2/m_1)e^\theta$. Then $a^2m_1^2-2a\,p\cdot q+m_2^2=0$, so $\ell=ap-q$ is lightlike. Use
\begin{equation}
\frac1{(p\cdot k)(q\cdot k)}=a\int_0^1\frac{dx}{(u\cdot k)^2},\qquad u=q+x\ell .
\end{equation}
Now $u_0=q_0+x\ell_0$ and $u^2=m_2^2+2x\,q\cdot\ell$ are both linear in $x$. Define
\begin{equation}
D=a^2m_1^2-m_2^2=2q\cdot\ell,\qquad v=\frac{D}{2\ell_0}.
\end{equation}
With $\ell=\ell_0(1,\mathbf n)$ one has $v=q_0-\mathbf n\cdot\mathbf q>0$. The logarithmic part needs
\begin{equation}
\int_0^1\frac{dx}{u^2}=\frac1D\ln\frac{a^2m_1^2}{m_2^2}=\frac{2\theta}{D}.
\end{equation}

\textbf{Q.} And the part with $\Lambda(u)/u^2$?

\textbf{A.} Let $r=u_0+|\mathbf u|$ and $s=u_0-|\mathbf u|$, so $rs=u^2$ and $r+s=2u_0$. In these variables
\begin{equation}
\frac{\Lambda(u)}{u^2}=\frac{r+s}{2rs(r-s)}\ln\frac rs .
\end{equation}
The combination $u^2-2vu_0=rs-v(r+s)$ does not depend on $x$, because its derivative is $2q\cdot\ell-2v\ell_0=0$. Thus $r'(s-v)+s'(r-v)=0$, while $r'+s'=2\ell_0$. Solving the pair,
\begin{equation}
r'=\frac{2\ell_0(r-v)}{r-s},\qquad s'=-\frac{2\ell_0(s-v)}{r-s}.
\end{equation}
Consider
\begin{equation}
G(u)=\tfrac14\ln^2\frac rs+\mathrm{Li}_2\!\left(1-\frac rv\right)+\mathrm{Li}_2\!\left(1-\frac sv\right),
\end{equation}
with $\mathrm{Li}_2'(z)=-\ln(1-z)/z$. The dilogarithms contribute
\begin{equation}
\frac{r'\ln(r/v)}{v-r}+\frac{s'\ln(s/v)}{v-s}=-\frac{2\ell_0}{r-s}\ln\frac rs ,
\end{equation}
and the squared logarithm contributes
\begin{equation}
\tfrac12\ln\frac rs\left(\frac{r'}r-\frac{s'}s\right)
=\frac{\ell_0}{r-s}\ln\frac rs\left[2-\frac{v(r+s)}{rs}\right].
\end{equation}
The terms without $v$ cancel in the sum, leaving $G'=-2\ell_0v\,\Lambda/u^2=-D\Lambda/u^2$. The cases $r=s$, $r=v$ and $s=v$ follow by continuity in the momenta; for $q$ at rest, for example, $s=v$ on the whole path. Since $D=2m_2^2e^\theta\sinh\theta$, the common factor is $p\cdot q\,a/D=\tfrac12\coth\theta$, and
\begin{equation}
S_{12}=\tfrac12\coth\theta\left\{\theta\ln\frac{4E^2}{\lambda^2}+G(ap)-G(q)\right\}.
\label{closed}
\end{equation}
For one leg, $S_{ii}=\tfrac12\ln(4E^2/\lambda^2)-\Lambda(p_i)$. The dimensional results follow from rule (\ref{rule}).

\textbf{Q.} Does the logarithm behave sensibly in limits?

\textbf{A.} For equal masses, $B$ contains $(\alpha/\pi)(\theta\coth\theta-1)\ln(4E^2/\lambda^2)$. At small $\theta$ the bracket is $\theta^2/3$, and for a slow charge $\theta$ is the magnitude of the velocity change. An undeflected charge does not radiate. At large $\theta$ the bracket tends to $\theta-1$ with $\theta\simeq\ln(2p\cdot q/m^2)$, which grows as $m\to0$: this is the collinear logarithm.

\section{The virtual partner}

\textbf{Q.} Suppose virtual corrections obeyed a different rule. Then a rate would depend on the regulator.

\textbf{A.} Take the soft part of vertex exchange. Its couplings and propagators give $(-ie)^2\,i\,i\,(-i)=-ie^2$, its numerator is $4p\cdot q$, and the integral needed is
\begin{equation}
C_0=\int\frac{d^dk}{i\pi^{d/2}}\frac1{(k^2-\lambda^2)(k^2+2p\cdot k)(k^2+2q\cdot k)} .
\end{equation}
In four dimensions the relative amplitude is $-4ie^2\,p\cdot q\,(i\pi^2)C_0/(2\pi)^4=(\alpha/\pi)V_{12}$, with $V_{12}=p\cdot q\,C_0$. Interference doubles it, so $V_{12}$ enters the rate with the weight $2\alpha/\pi$ of $S_{12}$.

Combine the last two factors as in Eq.~(\ref{feyn}), then use $1/(A^2B)=\int_0^1dy\,2y\,[yA+(1-y)B]^{-3}$. Completing the square gives $[(k+yP)^2-\Delta]^{-3}$ with $\Delta=y^2P^2+(1-y)\lambda^2$. After the rotation $k_0=ik_4$, writing the inverse cube as $\tfrac12\int_0^\infty dt\,t^2e^{-t(k_E^2+\Delta)}$ makes the momentum integral Gaussian:
\begin{equation}
\int\frac{d^dk}{i\pi^{d/2}}\frac1{(k^2-\Delta)^3}
=-\tfrac12\int_0^\infty dt\,t^{2-d/2}e^{-t\Delta}
=-\tfrac12\Gamma(1+\epsilon)\Delta^{-1-\epsilon}.
\end{equation}
For $\epsilon=0$ and small $\lambda$, the region $y\sim\lambda/m$ lets us replace $(1-y)\lambda^2$ by $\lambda^2$ with an error of order $\lambda/m$. The $y$ integral is then elementary:
\begin{equation}
C_0=-\int_0^1dx\int_0^1\frac{y\,dy}{\Delta}
=\int_0^1dx\,\frac{\ln\lambda^2-\ln P^2}{2P^2}.
\label{Cm}
\end{equation}
For $\lambda=0$, $\int_0^1dy\,y^{-1-2\epsilon}=-1/(2\epsilon)$. Including the scale factor $(4\pi\mu^2)^\epsilon$,
\begin{align}
C_0&=\frac{(4\pi\mu^2)^\epsilon\Gamma(1+\epsilon)}{2\epsilon}\int_0^1dx\,(P^2)^{-1-\epsilon}\nonumber\\
&=\int_0^1\frac{dx}{2P^2}\left[\frac1\epsilon-\gamma_E+\ln4\pi\mu^2-\ln P^2\right]+O(\epsilon).
\end{align}
Rule (\ref{rule}) appears again. By Eqs.~(\ref{Fm}) and (\ref{Cm}), $S_{12}+V_{12}$ is free of the regulator. The virtual partners of $S_{11}$ and $S_{22}$, which belong to the external-leg corrections, are not treated here.

\section{Where the rule stops}

\textbf{Q.} May I then use it for a massless leg?

\textbf{A.} No. Let $p$ be lightlike and $q$ at rest. With $k=\lambda\sinh t$ and $T=\ln(2E/\lambda)$, the massive-photon integral is
\begin{equation}
S=\int_0^Tdt\,t\tanh t
=\frac{T^2}2-\int_0^T\frac{2t\,dt}{e^{2t}+1}
\to\frac12\left(T^2-\frac{\pi^2}{12}\right).
\end{equation}
In $d$ dimensions the angular factor is $\int dc\,(1-c^2)^{-\epsilon}/(1-c)$, whose leading term from $c\to1$ is $-1/\epsilon$. Multiplied by $-1/(4\epsilon)$ it gives $1/(4\epsilon^2)$. The rule would send $T\to-1/(2\epsilon)$ and predict $1/(8\epsilon^2)$. The proof fails because $P^2\to0$ at $x=1$, so the remainder is no longer uniform.

\textbf{Q.} Is there a danger with massive legs too?

\textbf{A.} Yes, when a pole multiplies something known to $O(\epsilon^0)$ alone. If the elastic factor is kept in $d$ dimensions, its $O(\epsilon)$ part times $1/\epsilon$ is finite. It must be treated alike in real and virtual terms, where it cancels with the poles. Likewise, in a product of two soft integrals the neglected $O(\epsilon)$ part of one meets the pole of the other, so the rule cannot be applied factor by factor.

\section{Numbers for a scattered electron}

\textbf{Q.} Show me a case.

\textbf{A.} An electron ($m=0.510999$ MeV) of total energy 2 MeV scatters elastically through $90^\circ$. Take $E=0.01$ MeV and $\lambda=10^{-7}$ MeV. The momenta are perpendicular, so $p\cdot q=4$ MeV$^2$, which gives $\theta=3.42115$ and $a=e^\theta=30.6046$. Then $v=2.06315$ MeV, $G(ap)=-5.64472$, $G(q)=4.90870$, and $\ln(4E^2/\lambda^2)=24.41215$. With $\coth\theta=1.00214$, Eq.~(\ref{closed}) reads
\begin{equation}
S_{12}=\tfrac12(1.00214)\,[83.5176-5.6447-4.9087]=36.560 .
\end{equation}
Each leg has $\beta=0.966809$ and $\Lambda=2.1110$, hence $S_{11}=S_{22}=12.2061-2.1110=10.0951$. The bracket in $B$ is $2(36.560)-2(10.095)=52.930$, and $B=(\alpha/\pi)(52.930)=0.1229$.

\textbf{Q.} So the emission probability is 12 per cent?

\textbf{A.} No, since $B$ depends on the fictitious $\lambda$. Its change with the cutoff does not: raising $E$ tenfold, to 0.1 MeV, adds $(\alpha/\pi)(\theta\coth\theta-1)\ln100=(\alpha/\pi)(2.4285)(4.6052)=0.0260$ in the soft approximation.

\textbf{Q.} How close is the rule at finite $\epsilon$?

\textbf{A.} For $\mu=0.1$ MeV I integrated the two-leg angular factor by Gaussian quadrature in $3-2\epsilon$ dimensions. The value of $S_{12}$ minus that given by rule (\ref{rule}) is 0.572, 0.0587 and 0.00588 at $\epsilon=-10^{-2}$, $-10^{-3}$ and $-10^{-4}$. It falls nearly in proportion to $\epsilon$, while $S_{12}$ itself grows from 158 to 17128. The slope is about 59 per unit of $|\epsilon|$ at this $\mu$. Multiplied by another pole $c/\epsilon$, the neglected term would therefore leave a finite error of magnitude about $59|c|$.

\textbf{Q.} And the sum with the virtual term?

\textbf{A.} Gaussian quadrature of Eq.~(\ref{Cm}) over $x$ gives $V_{12}=-55.209$, so $S_{12}+V_{12}=36.560-55.209=-18.649$. Evaluating the sum in $d$ dimensions at $\epsilon=-10^{-3}$, $-5\times10^{-4}$ and $-2.5\times10^{-4}$, and extrapolating quadratically to zero, also gives $-18.649$. The negative sign is no paradox: this is one interference contribution to a rate, still dependent on the physical cutoff $E$, and not a probability.
